# Flux reversal between ion-induced crystallization and amorphization

## A special case at fixed temperature

An amorphous layer lies on a crystal of the same material, and an ion beam passes through their flat interface. Each ion does two things there. It leaves mobile defects whose motion turns amorphous material into crystal, and it amorphizes a small volume directly.

Hold the temperature fixed and let the defects disappear only by meeting in pairs. Creation is proportional to the flux, and loss to the square of the defect density. In a steady state the two balance, so four times the flux gives twice the density and twice the growth rate. If each ion amorphizes the same volume regardless of the others, four times the flux gives four times the amorphization.

Suppose that at some flux growth is twice amorphization, in the ratio 2 to 1. At four times that flux the ratio is 4 to 4, and the interface stands still. At sixteen times it is 8 to 16, and the crystal retreats. A reversal flux therefore exists, with growth below it and amorphization above it.

The linear law for amorphization was a separate assumption. It does not follow from pair annihilation.

## The rate equation

Let \(\phi\) be the ion flux, \(g\) the number of mobile interface defects made per ion, \(n\) their number per area, and \(s\) the area of one interface site. Each defect hops at the rate

\[
w=\nu e^{-E_m/kT},
\]

where \(\nu\) is an attempt rate and \(E_m\) the hop energy. The beam is steady and uniform.

In mean field, the site a defect hops to is occupied with probability \(ns\), taken as small. There are \(n\) defects per area, each hopping at rate \(w\), so encounters occur at the rate \(n\,w\,(ns)=wsn^2\) per area. Each encounter removes two defects:

\[
\frac{dn}{dt}=g\phi-2wsn^2 .
\]

Setting the left side to zero gives the steady density

\[
n_s=\sqrt{\frac{g\phi}{2ws}} .
\]

The mean lifetime of a defect in the steady state is the density divided by the creation rate, \(\tau=n_s/(g\phi)\). To find the approach to this state, put \(y=n/n_s\) and \(u=t/\tau\). Since \(2wsn_s^2=g\phi\), the rate equation becomes

\[
\frac{dy}{du}=\frac{\tau}{n_s}\,g\phi\,(1-y^2)=1-y^2 .
\]

Separating variables with \(y(0)=0\) gives \(\operatorname{artanh}y=u\), so

\[
n(t)=n_s\tanh(t/\tau).
\]

The square-root law therefore needs irradiation for a few lifetimes. At the very start there are no defects, and the interface retreats even at a flux that later gives growth.

## Velocity and reversal

Let each hop crystallize a net volume \(\Omega\), and let each ion amorphize a volume \(V\) at the interface. Count the velocity \(v\) as positive when the crystal grows. There are \(wn_s\) hops per area and time, so

\[
v=\Omega w n_s-V\phi
=\Omega w\sqrt{\frac{g\phi}{2ws}}-V\phi
=\Omega\sqrt{\frac{gw}{2s}}\,\sqrt{\phi}-V\phi .
\]

Faster hopping raises growth by a factor \(w\) but lowers the density by \(w^{-1/2}\). The product varies as \(w^{1/2}\), so the growth term has activation energy \(E_m/2\).

Setting \(v=0\) and dividing by \(\sqrt\phi\) gives \(\sqrt{\phi_R}=(\Omega/V)\sqrt{gw/2s}\). Squaring,

\[
\boxed{\;\phi_R=\frac{\Omega^2 g w}{2sV^2}=\phi_0e^{-E_m/kT},\qquad
\phi_0=\frac{\Omega^2g\nu}{2sV^2}\;}
\]

for constant \(g\), \(\Omega\), \(s\) and \(V\). Squaring the ratio has turned \(E_m/2\) back into \(E_m\). At a given flux, the same condition solved for temperature is

\[
T_R=\frac{E_m}{k\ln(\phi_0/\phi)} .
\]

The crystal grows above \(T_R\) and retreats below it.

The balance also has a direct reading. Inserting \(\phi=\Omega wn/V\) into \(g\phi=2wsn^2\) gives the occupancy at reversal,

\[
\theta_R=sn=\frac{g\Omega}{2V}.
\]

The number of hops in a lifetime is \(w\tau=wn/(2wsn^2)=1/(2sn)\), which at reversal equals \(V/(g\Omega)\). So the \(g\) defects of one ion together make just enough hops to restore the volume \(V\) that the ion destroyed.

## Growth per ion and apparent energy

The definition of \(\phi_R\) lets the growth term be written \(V\sqrt{\phi_R\phi}\). Hence

\[
\frac{v}{\phi}=V\left(\sqrt{\frac{\phi_R}{\phi}}-1\right).
\]

With \(q=\phi/\phi_R\), the velocity is \(v=V\phi_R(\sqrt q-q)\). Its derivative vanishes when \(1/(2\sqrt q)=1\), so growth is fastest at \(q=1/4\), where \(v=V\phi_R/4\). More beam current beyond that point slows the growth.

An Arrhenius plot of the net growth velocity at fixed flux does not give \(E_m/2\) directly. Write \(\beta=1/kT\). Only the growth term \(C=V\sqrt{\phi_R\phi}\) depends on temperature, with \(-dC/d\beta=(E_m/2)C\). Therefore

\[
E_{\rm app}=-\frac{d\ln v}{d\beta}
=\frac{E_m}{2}\,\frac{C}{C-V\phi}
=\frac{E_m/2}{1-\sqrt{\phi/\phi_R}} .
\]

Far below the reversal flux this tends to \(E_m/2\). It diverges as reversal is approached from the growth side, because a small difference of two terms is then being plotted.

## A worked example

Take a silicon (100) geometry with rough lattice parameter 0.543 nm. Then \(s=0.1474\) nm², the layer spacing is \(d=0.1358\) nm, and one atomic volume is \(\Omega=sd=0.02001\) nm³. The other parameters are round, illustrative choices for heavy ions of about 1 MeV: \(E_m=1.2\) eV, \(\nu=10^{13}\) s⁻¹, \(g=4\) and \(V=2\) nm³.

At 500 K the hop rate is 8.027 s⁻¹, and

\[
\phi_R=\frac{(0.02001)^2\times4\times8.027}{2\times0.1474\times2^2}\ {\rm nm^{-2}s^{-1}}
=0.0109\ {\rm nm^{-2}s^{-1}} .
\]

This is \(1.09\times10^{12}\) cm⁻² s⁻¹, or \(1.09\times10^{16}\) m⁻² s⁻¹. The occupancy is 0.020, which justifies the dilute limit. A defect lives 3.1 s and makes 25 hops. The fastest growth at this temperature is 0.0055 nm/s, at one quarter of the reversal flux.

For fluxes of \(10^{11}\), \(10^{12}\) and \(10^{13}\) cm⁻² s⁻¹ the reversal temperatures are 460, 498 and 543 K.

At 550 K the reversal flux is \(1.371\times10^{13}\) cm⁻² s⁻¹. A beam of \(10^{12}\) cm⁻² s⁻¹ then gives

\[
\frac{v}{\phi}=2\,(\sqrt{13.71}-1)\ {\rm nm^3}=5.4\ {\rm nm^3}
\]

per ion, or 54 nm of growth for \(10^{15}\) ions/cm². The growth term has energy 0.60 eV, but the net growth has apparent energy \(0.60/(1-1/\sqrt{13.71})=0.82\) eV.

## When the amorphized volume depends on temperature

Suppose an ion first makes damage of volume \(V_c\), which either locks in at an athermal rate \(r_l\) or recovers at a rate \(r_0e^{-\beta E_a}\). The locked fraction is the locking rate divided by the sum of the two. With \(\rho=r_0/r_l\),

\[
V=PV_c,\qquad P=\frac{1}{1+\rho e^{-\beta E_a}} .
\]

Differentiating the logarithm,

\[
\frac{d\ln V}{d\beta}=\frac{E_a\rho e^{-\beta E_a}}{1+\rho e^{-\beta E_a}}=E_a(1-P).
\]

Since \(\phi_R\propto wV^{-2}\), the reversal energy is

\[
E_R=-\frac{d\ln\phi_R}{d\beta}=E_m+2E_a(1-P).
\]

When nearly all damage recovers, \(P\ll1\) and \(E_R\) tends to the constant \(E_m+2E_a\). When nearly all of it locks in, \(P\) is close to 1 and \(E_R\) tends to \(E_m\). Between these limits \(E_R\) itself varies with temperature, and the Arrhenius law is only local. For \(E_a=0.10\) eV, \(\rho=100\) and \(V_c=20\) nm³, the locked fraction at 500 K is 0.092 and \(E_R=1.2+0.2\times0.908=1.38\) eV.

Amorphization stays linear in flux here as long as each damaged pocket locks or recovers before another ion strikes the same place. With a rough cascade radius of 5 nm, the mean time between ions in one cascade area is 1.2 s at the 500 K reversal flux. The decision must be much faster than that.

## Loss of single defects

Defects may also vanish singly at sinks, at rate \(k_1\) each:

\[
g\phi=k_1n+2wsn^2 .
\]

Taking differentials, \(g\phi\,d\ln\phi=(k_1n+4wsn^2)\,d\ln n\). Replacing \(g\phi\) by the balance and dividing by \(n\),

\[
\frac{d\ln n}{d\ln\phi}=\frac{k_1+2wsn}{k_1+4wsn} .
\]

The exponent is 1/2 when pair loss dominates and 1 when single loss dominates. In the second limit both growth and amorphization are linear in flux, so changing the flux cannot change the sign of \(v\).

For the reversal flux, insert \(\phi=\Omega wn/V\) into the balance and divide by \(n\):

\[
\frac{g\Omega w}{V}=k_1+2wsn
\quad\Rightarrow\quad
n=\frac{g\Omega}{2sV}(1-x),\qquad x=\frac{k_1V}{g\Omega w} .
\]

Since \(\phi_R=\Omega wn/V\), the earlier result is multiplied by \(1-x\). For \(x\ge1\) there is no reversal flux: even without pair loss, the growth per ion \(g\Omega w/k_1\) does not exceed \(V\), and the crystal retreats at every flux.

The effect on the energy depends on the kind of sink. If a defect is captured with a fixed chance \(p\) per hop, then \(k_1=pw\), \(x\) is constant, and the energy remains \(E_m\). With \(p=0.01\), \(x=0.01\times24.98=0.25\), so a one-percent chance per hop already lowers \(\phi_R\) by a quarter.

If \(k_1\) is instead independent of temperature, \(x\propto1/w\) and \(dx/d\beta=E_mx\). Then \(-d\ln(1-x)/d\beta=E_mx/(1-x)\), and

\[
E_R=E_m+\frac{E_mx}{1-x}=\frac{E_m}{1-x} .
\]

For the same \(x\) at 500 K this is 1.60 eV.

## Defects erased by amorphization

Amorphizing the interface layer may also destroy the defects in it. The volume \(V\phi\) amorphized per area and time is a fraction \(V\phi/d\) of the layer per unit time. Take this as an extra loss rate per defect:

\[
g\phi=\frac{V\phi}{d}\,n+2wsn^2 .
\]

At reversal \(wn=V\phi/\Omega\), so the last term is \(2sn\,V\phi/\Omega\). Dividing by \(\phi\) and using \(\Omega=sd\),

\[
g=nV\left(\frac1d+\frac{2s}{\Omega}\right)=\frac{3nV}{d} .
\]

Without erasure the bracket would be \(2/d\). The density at reversal, and with it \(\phi_R=\Omega wn/V\), is therefore multiplied by 2/3. The energy does not change.

## Beyond mean field

Real defects hop to neighbouring sites, and the defects of one ion are born close together. Both facts create correlations that the rate equation ignores. The energy of reversal can nevertheless be found by scaling.

Measure time in units of \(1/w\). Let \(w\) be the only thermal rate, let encounters annihilate at once, and keep the creation pattern, \(g\), \(\Omega\) and \(V\) fixed. The steady occupancy \(\theta=sn\) can then depend on flux and temperature only through the number of defects created per site and hop time,

\[
f=\frac{g\phi s}{w} .
\]

The reversal condition \(\Omega wn=V\phi\), with \(n=\theta/s\) and \(\phi=wf/(gs)\), becomes

\[
\frac{\theta(f)}{f}=\frac{V}{g\Omega} .
\]

Temperature has dropped out. If a solution \(f_R\) exists, then \(\phi_R=wf_R/(gs)\), which has energy \(E_m\) whatever the function \(\theta(f)\). Correlations change the prefactor alone. Sinks with a fixed chance per hop, and erasure, fit the same argument, since their rates per hop time depend on \(f\) at most.

The prefactor was found by simulating random walkers on a lattice of 200 by 200 sites. The largest sampling error was 1.5% of the density. When each hop went to a random site anywhere, the density was 0.999 of the mean-field value, which confirms the coefficient \(2ws\). With hops to nearest neighbours and scattered creation at the same \(f\), it was 1.31 times that value. The range of the hops is the only difference between these two cases: a short-range walker revisits sites and so examines fewer new ones.

The excess shrinks as flux rises. Over a 64-fold range of flux, the density exponent was 0.46 for scattered creation and 0.47 for clusters of four within the cascade radius. The square root is thus a good approximation here, not a strict law. The difference between the two exponents is small. It arises because clustering lowers the density by about 6% at the lowest flux and by about 2% at the highest.

Clustering matters little in this example because about 2.7 ions strike a cascade area during one mean-field lifetime (about 3.4 during the longer simulated lifetime), so defects of different ions mix. If each ion's defects always annihilated among themselves, after a finite mean number of hops, growth per ion would be independent of flux. Growth would then be linear and the flux reversal would disappear. Lowering the flux does not by itself produce this limit for free random walkers in a plane: their mean meeting time is infinite, so some survive long enough to meet defects of other ions. Confining the defects of each ion to a small area does produce it at low flux, provided their number is even: they then nearly always annihilate before the next ion strikes there. If the growth per ion in that limit exceeds \(V\), a reversal still occurs at higher flux, where defects of successive ions overlap.

With clustered creation, the corrected reversal flux is 1.58 times the mean-field value, or \(1.7\times10^{12}\) cm⁻² s⁻¹ at 500 K. A separate simulation at that flux gave a ratio of growth to amorphization of 0.998.

## Reading the model beside real silicon

Ion-beam-induced crystallization and its reversal are observed in silicon, with heavy-ion reversal at temperatures of very roughly 500 K, depending on the beam current. The reversal energy is roughly 1 eV, but since \(E_m\) was chosen here, the similar value is no confirmation. A sharper test of pure pair loss is its two-to-one ratio between the reversal energy and the energy of growth far from reversal. Reported growth energies are roughly 0.3 eV, well below the 0.6 eV found here, so the simplest version with constant \(V\) is not quantitative for silicon. Two of the variants above change the ratio in the right direction. Thermal recovery of damage raised \(E_R\) by 0.18 eV in the example, a ratio of only 2.3. Sinks with a fixed chance per hop leave \(E_R=E_m\) but lower the growth energy at constant \(V\). The occupancy depends only on \(\phi/w\), so the growth term \(\Omega wn\) has energy \((1-m)E_m\), where \(m=d\ln n/d\ln\phi\). For \(p=0.01\) at 550 K and \(10^{12}\) cm⁻² s⁻¹, \(m=0.71\) and this energy is 0.35 eV, and it falls further away from reversal. That either mechanism is the cause in silicon is a conjecture.

Other corrections move the reversal point. If \(\phi_R\) is multiplied by a factor \(F\), the reversal temperature at fixed flux shifts by about \(-(kT^2/E_m)\ln F\), where \(kT^2/E_m\) is 18 K at 500 K. The correlated walks lower it by about 8 K, while erasure raises it by about 7 K. These factors were computed separately and need not simply multiply.

Beam heating also matters. For 1 MeV ions at the mean-field reversal flux and a rough contact conductance of 500 W m⁻² K⁻¹, the wafer is 3.5 K hotter than its holder. At that wafer temperature \(\phi_R\) is 21% above its value at the holder temperature. The larger flux heats the wafer further, and solving flux and heating together puts the reversal 28% higher, at 4.5 K of heating. With this conductance, heating wins at high current. For a holder at 500 K the crystal grows again above about 16 times the unheated reversal flux, and for a holder at 515 K or warmer the mean-field model shows no reversal at any practical flux. The temperatures elsewhere in this text are wafer temperatures. Ordinary thermal epitaxy, with a rough prefactor of \(3\times10^6\) m/s and energy of 2.7 eV, is negligible: at 550 K it is about \(10^{-8}\) of the net beam-driven growth at \(10^{12}\) cm⁻² s⁻¹. The remaining values are in the numerical output.

## Computed values

```
Lattice parameter (rough): 0.543 nm
Site area s: 0.1474 nm2; layer spacing d: 0.1358 nm
Volume per hop Omega: 0.02001 nm3
Hop energy E_m: 1.20 eV; attempt rate nu: 1.0e+13 1/s
Defects per ion g: 4; amorphized volume V: 2.00 nm3
Hop rate w at 500 K: 8.027 1/s
Prefactor of reversal flux: 1.358e+24 1/(cm2 s)
Reversal flux at 500 K: 1.090e+12 1/(cm2 s)
Same reversal flux in SI: 1.090e+16 1/(m2 s)
Reversal energy from roots: 1.2000 eV
Reversal temperature at 1e+11 1/(cm2 s): 460.5 K
Reversal temperature at 1e+12 1/(cm2 s): 498.5 K
Reversal temperature at 1e+13 1/(cm2 s): 543.2 K
Defect density at reversal, 500 K: 0.1357 1/nm2
Site occupancy at reversal: 0.0200
Defect lifetime tau at reversal: 3.113 s
Hops per defect at reversal: 24.98
Rms walk in a lifetime: 1.92 nm
Cascade radius (rough): 5.0 nm
Mean time between ions in one cascade area: 1.168 s
Fastest growth at flux/reversal flux: 0.2500
Fastest growth speed at 500 K: 5.452e-03 nm/s
Reversal flux at 550 K: 1.371e+13 1/(cm2 s)
Net growth per ion, 550 K, 1e+12 1/(cm2 s): 5.406 nm3
Net growth for 1e15 ions/cm2 there: 54.06 nm
Energy of growth term there: 0.6000 eV
Apparent energy of net growth there: 0.8220 eV
Pocket model E_a: 0.10 eV; rho: 100; V_c: 20 nm3
Pocket model locked fraction: 0.0924
Pocket model reversal energy: 1.3815 eV
Sink chance per hop: 0.010; x: 0.2498
Reversal flux factor with sinks: 0.7502
Reversal energy, sink rate follows hops: 1.2000 eV
Reversal energy, athermal sink rate: 1.5998 eV
Flux exponent of density with sinks: 0.5620
Reversal flux factor with defect erasure: 0.6667
Reversal energy with defect erasure: 1.2000 eV
Simulation lattice: 200 x 200 sites; feed f0: 8.010e-04
Random-target density/mean field: 0.999
Scattered density/mean field at f0/16, f0, 4f0: 1.456, 1.306, 1.231
Clustered density/mean field at f0/16, f0, 4f0: 1.371, 1.283, 1.210
Flux exponent, scattered: 0.460; clustered: 0.470
Largest relative sampling error: 0.015
Reversal flux factor, clustered walkers: 1.58
Growth/amorphization at corrected reversal: 0.998
Ion energy: 1.0 MeV; contact conductance (rough): 500 W/(m2 K)
Beam heating at reversal flux: 3.49 K
Reversal flux factor from that heating: 1.213
Thermal epitaxy inputs (rough): 3e+06 m/s, 2.7 eV
Thermal epitaxy/net beam growth at 550 K: 1.0e-08
```
